# Lindhard's characteristic axial angle for helium along a silicon row

## Problem

A helium ion with kinetic energy $E=1$ MeV travels through silicon almost parallel to a straight row of atoms. The atoms of the row are $d=3.84$ Å apart. When the angle $\psi$ between the ion's path and the row is small enough, the row turns the ion back before it comes close to any nucleus. This is axial channelling. Calculate the characteristic angle that sets the scale for this steering, in degrees, and find out how close it lies to the angle at which steering by the row really fails.

Take the ion as a bare nucleus of charge number $Z_1=2$ and the silicon nucleus as $Z_2=14$. Write $e^2$ for $e^2/(4\pi\varepsilon_0)=14.3996$ eV Å. The interaction of the ion with one atom at distance $R$ is Lindhard's standard potential,

$$V(R)=Z_1Z_2e^2\left[\frac1R-\frac{1}{\sqrt{R^2+C^2a^2}}\right],\qquad C^2=3,$$

with the screening length

$$a=\left(\frac{9\pi^2}{128}\right)^{1/3}\frac{a_0}{Z_2^{1/3}}=0.1944\ \text{Å},$$

where $a_0=0.5292$ Å is the Bohr radius. Close to the nucleus the first term gives bare Coulomb repulsion. Far away the two terms nearly cancel, which represents the screening by the electrons.

The motion is classical. It is also non-relativistic, since 1 MeV is small beside the rest energy of a helium nucleus, which is several GeV. The row is isolated and its atoms stay at rest on their sites, so recoil, thermal vibration and energy loss to electrons are left out. Electronvolts and ångströms are the natural units here.

## A tempting solution

The ion moves sideways, towards the row, with speed $v\sin\psi\approx v\psi$. If $m$ is its mass, the kinetic energy of this sideways motion is

$$\tfrac12 m(v\psi)^2=E\psi^2 .$$

To be turned back, the ion must meet a potential hill higher than this. It should be kept outside the strong, poorly screened core of the atom, so the hill is evaluated at the distance $a$:

$$E\psi^2=V(a)=\frac{Z_1Z_2e^2}{a}\left[1-\frac{1}{\sqrt{1+3}}\right]=\frac{Z_1Z_2e^2}{2a}.$$

With $Z_1Z_2e^2=28\times14.3996=403.19$ eV Å, the hill is $403.19/(2\times0.1944)=1037$ eV. Therefore

$$\psi=\sqrt{\frac{1037}{10^6}}=0.0322\ \text{rad}=1.85^\circ .$$

The result is small, as expected, and it falls with energy as $E^{-1/2}$, which is reasonable. Yet something is missing: the spacing $d$ has not been used. According to this solution, a row with its atoms ten times farther apart would steer just as well.

## Where the fault lies

The fault is the equation $E\psi^2=V(a)$. It assumes that sideways kinetic energy plus atomic potential is conserved. Let $r$ be the distance from the row and $z$ the position along it, and consider motion in a plane containing the row. The sideways force is $-\partial V/\partial r$, so

$$\frac{d}{dt}\left(\tfrac12m\dot r^2\right)=-\dot r\,\frac{\partial V}{\partial r}.$$

The potential felt by the ion changes because both coordinates change:

$$\frac{dV}{dt}=\dot r\,\frac{\partial V}{\partial r}+\dot z\,\frac{\partial V}{\partial z}.$$

Adding the two equations gives

$$\frac{d}{dt}\left(\tfrac12m\dot r^2+V\right)=\dot z\,\frac{\partial V}{\partial z}.$$

The right side is not zero. It is not even small, because $\dot z\approx v$ is the large velocity component. What is conserved is the total energy, and the ion climbs most of the hill $V$ at the expense of its forward motion, which has energy to spare.

The numbers show the same thing. At $r=a$ the ion feels 1037 eV when it is right beside an atom. Halfway between two atoms, at $z=d/2=1.92$ Å from each, one atom contributes

$$403.19\left[\frac{1}{\sqrt{1.92^2+0.1944^2}}-\frac{1}{\sqrt{1.92^2+4\times0.1944^2}}\right]\approx3\ \text{eV},$$

so the two neighbours together give about 6 eV. The high hill is present during a small part of the journey only. The sideways motion is slow and responds to the average.

## The right solution

### The average potential of the row

Suppose that $r$ hardly changes while the ion passes one atom. The sideways momentum received from that atom is the force integrated over time. With $dt=dz/v$,

$$\Delta p_r=-\frac1v\int_{-\infty}^{\infty}\frac{\partial}{\partial r}V\!\left(\sqrt{r^2+z^2}\right)dz .$$

One such impulse arrives in every time interval $d/v$. The mean sideways force is therefore

$$\frac{\Delta p_r}{d/v}=-\frac{dU}{dr},\qquad U(r)=\frac1d\int_{-\infty}^{\infty}V\!\left(\sqrt{r^2+z^2}\right)dz .$$

The speed has cancelled, and the spacing $d$ has entered. The function $U$ is the potential of a row whose charge is smeared evenly along its length.

Each of the two terms of $V$ gives a divergent integral, so the integration is first cut off at $\pm L$. Write $b=Ca=0.3367$ Å and $s=\sqrt{r^2+b^2}$. From

$$\int_{-L}^{L}\frac{dz}{\sqrt{r^2+z^2}}=2\ln\frac{L+\sqrt{L^2+r^2}}{r}$$

and the same formula with $s$ in place of $r$, the difference is

$$2\ln\frac{s}{r}+2\ln\frac{L+\sqrt{L^2+r^2}}{L+\sqrt{L^2+s^2}} .$$

As $L\to\infty$, the last fraction tends to 1 and its logarithm to 0. What remains is $2\ln(s/r)=\ln(s^2/r^2)$, so

$$U(r)=A\ln\left(1+\frac{b^2}{r^2}\right),\qquad A=\frac{Z_1Z_2e^2}{d}.$$

Here $A=403.19/3.84=105.00$ eV. At $r=a$ the averaged hill is $A\ln4\approx146$ eV, about one seventh of the 1037 eV used before.

### Transverse energy

In the averaged potential the sideways motion obeys $m\ddot r=-dU/dr$. Multiplying by $\dot r$ and integrating over time gives

$$\tfrac12m\dot r^2+U(r)=\text{constant}.$$

This is the conservation law that the tempting solution needed. It holds for $U$ because $U$ does not depend on $z$. Far from the row $U$ vanishes and the constant is $E\sin^2\psi\approx E\psi^2$. At the closest distance $r_{\min}$ the sideways velocity is zero, hence

$$E\psi^2=U(r_{\min}).$$

This applies to an ion moving in a plane that contains the row. An ion passing to one side has angular momentum about the row. Part of its transverse energy is then still kinetic at the closest point, so $U(r_{\min})$ is smaller and the ion stays farther away. The motion in the plane is the severest case.

### The characteristic angle

The logarithm has no highest value: it grows without limit as $r\to0$. The averaged row alone would turn back an ion arriving at any angle, so no critical angle can be read off as the top of a hill. What $U$ does supply is an energy scale. To find it, write $U=A[\ln(r^2+b^2)-2\ln r]$ and differentiate:

$$-\frac{dU}{d\ln r}=-r\frac{dU}{dr}=-A\left[\frac{2r^2}{r^2+b^2}-2\right]=\frac{2A\,b^2}{r^2+b^2}.$$

Close to the row, for $r\ll b$, this tends to $2A$, and the screening length has dropped out. Lindhard's characteristic angle $\psi_1$ is the angle at which the transverse energy equals this scale:

$$E\psi_1^2=2A=\frac{2Z_1Z_2e^2}{d},\qquad \boxed{\psi_1=\sqrt{\frac{2Z_1Z_2e^2}{E\,d}}}$$

The factor 2 is thus a convention, tied to the slope of $U$ against $\ln r$. For the helium ion,

$$\psi_1^2=\frac{2\times105.00\ \text{eV}}{10^6\ \text{eV}}=2.100\times10^{-4},\qquad \psi_1=0.01449\ \text{rad}=0.83^\circ .$$

The tempting answer can now be compared with this one in closed form. The ratio of the two energies is

$$\frac{Z_1Z_2e^2/(2a)}{2Z_1Z_2e^2/d}=\frac{d}{4a}=\frac{3.84}{4\times0.1944}=4.94,$$

so the first angle was too large by the factor $\sqrt{4.94}=2.2$. The error grows with the spacing, as it must when the gaps between atoms are ignored.

## How close the ion comes

With $A=E\psi_1^2/2$, the turning condition becomes

$$\frac{\psi^2}{\psi_1^2}=\frac12\ln\left(1+\frac{b^2}{r_{\min}^2}\right).$$

Multiplying by 2, taking the exponential and solving for the distance gives

$$r_{\min}=\frac{b}{\sqrt{e^{2\psi^2/\psi_1^2}-1}} .$$

For $\psi=\psi_1$ this is $0.3367/\sqrt{e^2-1}=0.133$ Å. For $\psi=\psi_1/2$ it is $0.3367/\sqrt{e^{1/2}-1}=0.418$ Å. Halving the angle keeps the ion three times farther from the nuclei.

These distances rest on the averaging. They were tested by solving Newton's equations for ions passing separate atoms, with eight starting positions along the row for each angle. The mean closest distances agree with the formula to the digits given here. The transverse energy after the encounter differs from its initial value by at most 0.3 % of that value.

The reason for this agreement is that many atoms share the work. Dividing the impulse $\Delta p_r=-(d/v)\,dU/dr$ by the momentum $mv$, and using $mv^2=2E$, gives the deflection by one atom at distance $r$:

$$\delta(r)=-\frac{d}{2E}\frac{dU}{dr}=\frac{d\,A\,b^2}{E\,r\,(r^2+b^2)} .$$

At $r=0.133$ Å this is 0.00262 rad. To leave at the angle at which it came, the ion must turn through $2\psi_1=0.0290$ rad, which is 11.1 times as much. Since $\delta$ is largest at the closest distance, more than eleven atoms take part in the turn.

## Where steering fails

At larger angles the ion comes closer, fewer atoms share the turn, and the averaging breaks down. Two simple conditions estimate where.

The first is cautious. Between neighbouring atoms an ion at angle $\psi$ moves sideways by $\psi d$. If $r_{\min}$ exceeds this step, the ion cannot slip past the row between two atoms. The borderline $r_{\min}=\psi d$ means

$$E\psi^2=U(\psi d),$$

which gives $\psi=1.26\,\psi_1$ at 1 MeV. The condition is too strict, because the ion slows down sideways as it climbs the hill, and its last steps are shorter than $\psi d$.

The second condition looks at the turn itself. If one atom at $r_{\min}$ deflects the ion by $\psi$, that is half of the full turn $2\psi$, then two atoms would do everything and an average has lost its meaning. For $r_{\min}\ll b$ the condition $\delta(r_{\min})=\psi$ can be simplified. The deflection becomes $\delta\approx dA/(Er)=\psi_1^2d/(2r)$, and the turning distance becomes $r_{\min}\approx b\,e^{-x^2}$ with $x=\psi/\psi_1$. Setting $\delta=\psi$ then gives

$$\frac{\psi_1^2d}{2b}\,e^{x^2}=x\psi_1
\quad\Longrightarrow\quad
x^2=\ln\frac{2b\,x}{\psi_1d}.$$

With $\psi_1d=0.0556$ Å the fraction is $12.1\,x$. The value $x=1.75$ satisfies the equation: the left side is 3.06 and the right side is $\ln21.2=3.05$.

A simulation with separate deflections, one per atom, shows where steering does fail in this model. It follows 200 entry positions for each angle, all in a plane containing the row, the severest case. An ion counts as steered if it stays on its side of the row and leaves with its angle unchanged to within 10 %. The steering limit is the largest angle reached, in steps of $0.01\,\psi_1$, before the first ion fails.

| $E$ (MeV) | $\psi_1$ | limit | limit$/\psi_1$ | $\delta=\psi$ | $r_{\min}=\psi d$ |
|---|---|---|---|---|---|
| 0.25 | 1.66° | 2.37° | 1.43 | 1.49 | 1.05 |
| 1 | 0.83° | 1.38° | 1.66 | 1.75 | 1.26 |
| 4 | 0.415° | 0.77° | 1.86 | 1.97 | 1.46 |

The last two columns are the two estimates, also in units of $\psi_1$. The simulated limits are good to about one step of the scan, $0.01\,\psi_1$. The first line is a result for the model only: at 0.25 MeV the ion moves at 1.6 times the Bohr velocity, slower than the electron of He$^+$, and a real helium ion is then usually not bare. The one-atom condition lies 4 to 6 % above the simulated limit, and the cautious condition lies below it at all three energies.

At 1 MeV, then, the answer to the second part of the problem is that a static row steers every simulated ion up to about 1.4°, or 1.7 times $\psi_1$. At $\psi_1$ itself all ions are steered; at $2\psi_1=1.66^\circ$ the fraction has dropped to about 7 %. The tempting answer of 1.85° lies beyond even that angle.

The precise limit depends on what is demanded of a steered ion, here the 10 % criterion. At 1 MeV it moves from about $1.58\,\psi_1$ for a 2 % tolerance to $1.69\,\psi_1$ for 20 %, and no ion crosses the row up to about $1.84\,\psi_1$, or 1.5°. It also belongs to atoms at rest. At the limit for 1 MeV the turning distance $r_{\min}$ is only about 0.02 Å, whereas thermal vibration at room temperature displaces silicon atoms by roughly 0.08 Å along each direction. A real row therefore loses ions well below 1.4°, and this value should not be taken as a prediction of a measured critical angle. The value of $\psi_1$ is free of these details because it is a scale and not a threshold.

## Dependence on energy, and the low-energy case

From 0.25 to 4 MeV the energy rises by a factor of 16 and $\psi_1$ falls by a factor of 4, as $E^{-1/2}$ requires. The simulated limit falls by $2.37/0.77=3.1$ only. The equation for $x^2$ explains the difference: $\psi_1$ in the denominator shrinks with energy, so the logarithm, and with it the ratio of the limit to $\psi_1$, grows slowly.

The use of $\psi_1$ as the scale presumes that an ion at this angle moves sideways by less than about a screening length between atoms. As a rough condition this reads $\psi_1d<a$, or

$$\psi_1<\frac ad=\frac{0.1944}{3.84}=0.0506 .$$

The value 0.0145 satisfies this well. The energy at which the two sides are equal follows from $2Z_1Z_2e^2/(Ed)=a^2/d^2$:

$$E=\frac{2Z_1Z_2e^2\,d}{a^2}\approx82\ \text{keV}.$$

Far below this energy the steps are long and the ion must be turned in the weak outer part of the row potential. The cautious condition shows what replaces $\psi_1$ there. For $\psi d\gg b$ the logarithm can be expanded, $\ln(1+u)\approx u$ for small $u$, and

$$E\psi^2\approx A\frac{b^2}{\psi^2d^2}
\quad\Longrightarrow\quad
\psi^4=\frac{A}{E}\frac{b^2}{d^2}=\frac{\psi_1^2b^2}{2d^2}
\quad\Longrightarrow\quad
\psi=\sqrt{\frac{b\,\psi_1}{\sqrt2\,d}} .$$

This angle varies as $E^{-1/4}$, and in its own range, $\psi_1\gg\sqrt2\,b/d$, it is smaller than $\psi_1$. That range begins only well below 14 keV, the energy at which $\psi_1=\sqrt2\,b/d$. At 1 keV the distance $\psi d$ is already 0.65 Å, while in silicon the rows with this spacing come in pairs 1.36 Å apart, so an isolated row no longer describes the crystal there. It is an estimate of scale that was not simulated here, and it keeps the bare nucleus of the model, whereas a real helium ion this slow carries electrons that weaken the repulsion. For helium at 1 MeV the high-energy form applies, and the characteristic axial angle is 0.83°. The main values are listed in the numerical output.

## Computed values

```
Ion charge Z1 = 2, row atom charge Z2 = 14
Ion energy E = 1.000e+06 eV
Row spacing d = 3.84 angstrom
e^2/(4 pi eps0) = 14.3996 eV angstrom
Z1 Z2 e^2/d = 105.00 eV
E psi1^2 = 2 Z1 Z2 e^2/d = 209.99 eV
psi1^2 = 2.0999e-04 rad^2
psi1 = 0.01449 rad
psi1 = 0.8303 degrees
psi1 from quadrature slope = 0.01449 rad
Largest relative error of row potential = 4.2e-15
Largest relative error of deflection = 3.3e-16
Bohr radius = 0.5292 angstrom
Screening length a = 0.1944 angstrom
C a = 0.3367 angstrom
a/d = 0.0506 rad
Energy where psi1 = a/d: 8.195e+04 eV
Sideways step psi1*d = 0.0556 angstrom
Deflection by one atom at r_min(psi1) = 0.00262 rad
Full turn 2 psi1 / that deflection = 11.1
psi = 0.5 psi1: r_min formula = 0.4180 angstrom
  r_min Newton, mean = 0.4180 angstrom
  largest relative transverse energy change = 2.8e-03
psi = 1.0 psi1: r_min formula = 0.1332 angstrom
  r_min Newton, mean = 0.1332 angstrom
  largest relative transverse energy change = 1.1e-03
Steered fraction at psi1 = 1.000
Steered fraction at 2 psi1 = 0.075
E = 2.50e+05 eV: psi1 = 1.661 degrees
  simulated steering limit / psi1 = 1.43
  one-atom deflection = psi, at psi/psi1 = 1.49
  cautious r_min = psi d, at psi/psi1 = 1.05
  simulated limit = 2.37 degrees
E = 1.00e+06 eV: psi1 = 0.830 degrees
  simulated steering limit / psi1 = 1.66
  one-atom deflection = psi, at psi/psi1 = 1.75
  cautious r_min = psi d, at psi/psi1 = 1.26
  simulated limit = 1.38 degrees
E = 4.00e+06 eV: psi1 = 0.415 degrees
  simulated steering limit / psi1 = 1.86
  one-atom deflection = psi, at psi/psi1 = 1.97
  cautious r_min = psi d, at psi/psi1 = 1.46
  simulated limit = 0.77 degrees
```
